# The Thermal Conductance Quantum of a Ballistic Channel at 300 K

## Problem

A narrow channel joins a hot reservoir at temperature $T_h$ to a cold one at $T_c$. Carriers cross it without scattering. One channel means one electron mode of one spin, or one phonon branch. The thermal conductance $G$ is the heat current divided by $T_h-T_c$; for electrons it is defined at zero electric current.

(a) Find $G$ for an electron channel and evaluate it at a mean temperature of 300 K. The channel is described as "fully occupied": decide what this must mean for the result to hold.

(b) Show that a phonon branch has the same conductance if it extends to high enough energy. Find an upper bound when it does not.

(c) Find how the electron result changes when the bottom of the mode lies near the chemical potential $\mu$.

(d) The filament of a hafnium-oxide resistive memory narrows to a constriction carrying one spin-degenerate mode. Take a length of 2 nm, a mode bottom 0.20 eV below $\mu$, and reservoirs at 305 K and 295 K. Find the electronic heat flow and estimate the main effects that the ideal channel leaves out.

## Solution

### (a) The electron channel

**Counting carriers.** Per unit length and spin there are $dk/2\pi$ states in the interval $dk$. Their velocity is $v=(1/\hbar)\,dE/dk$. Right-moving electrons come from the hot reservoir and carry its Fermi function $f_h$, so their particle current is

$$\int\frac{dk}{2\pi}\,v f_h=\int\frac{dk}{2\pi\hbar}\frac{dE}{dk}f_h=\frac1h\int f_h\,dE .$$

The velocity has cancelled: fast states are sparse in energy and slow states are dense. The result is therefore independent of the dispersion, provided that each energy has one right-moving state. Left-movers carry $f_c$ and contribute with the opposite sign.

An electron leaving a reservoir at chemical potential $\mu$ removes the heat $E-\mu$. For equal chemical potentials and unit transmission,

$$J=\frac1h\int (E-\mu)(f_h-f_c)\,dE .$$

**The meaning of "fully occupied".** If the band were completely filled, $f_h=f_c=1$ at every energy in it, and $J$ would vanish. The right condition is that the channel be fully transmitting at all energies within many $k_BT$ of $\mu$, on both sides. The occupations there are partial, and they are set by the reservoirs. The limits of integration may then be taken as $\pm\infty$.

**No thermoelectric correction.** Let $\theta(\mu-E)$ be the zero-temperature occupation: 1 below $\mu$ and 0 above. The difference $f-\theta(\mu-E)$ is odd in $E-\mu$, so its integral is zero at any temperature. Subtracting this statement for the two reservoirs gives $\int(f_h-f_c)\,dE=0$. No electric current flows at equal chemical potentials, and the open-circuit condition is already met.

**Heat current.** Subtract the same step function from both Fermi functions, which leaves their difference unchanged. With $x=(E-\mu)/k_BT$, each reservoir contributes

$$\int (E-\mu)\,[f-\theta(\mu-E)]\,dE=(k_BT)^2\,2\int_0^\infty\frac{x\,dx}{e^x+1}.$$

The factor 2 arises because for $x<0$ the bracket is $-1/(e^{|x|}+1)$. Multiplied by $x=-|x|$, it gives the same positive contribution as the side $x>0$.

**The integral.** A finite geometric series gives

$$\frac1{e^x+1}=\sum_{n=1}^{N}(-1)^{n+1}e^{-nx}+(-1)^N\frac{e^{-Nx}}{e^x+1}.$$

Since $\int_0^\infty xe^{-nx}dx=1/n^2$, the last term contributes at most $1/N^2$ in magnitude, which vanishes as $N\to\infty$. Hence

$$\int_0^\infty\frac{x\,dx}{e^x+1}=\sum_{n=1}^\infty\frac{(-1)^{n+1}}{n^2}.$$

To find the sum, expand the function $x$ on $(-\pi,\pi)$ in sines. Integration by parts gives the coefficients

$$b_n=\frac2\pi\int_0^\pi x\sin nx\,dx=-\frac{2\cos n\pi}{n}=\frac{2(-1)^{n+1}}{n}.$$

Parseval's theorem equates $\frac1\pi\int_{-\pi}^{\pi}x^2dx=2\pi^2/3$ to $\sum b_n^2=4\sum1/n^2$. Therefore $S=\sum1/n^2=\pi^2/6$. The even terms of $S$ add up to $S/4$. The alternating sum reverses their sign, so it equals $S-2(S/4)=S/2=\pi^2/12$.

**Result.** Inserting the integral for both reservoirs,

$$J=\frac{\pi^2k_B^2}{6h}\,(T_h^2-T_c^2).$$

Write $T_h^2-T_c^2=2T(T_h-T_c)$, where $T=(T_h+T_c)/2$. Then

$$\boxed{G_q=\frac{\pi^2k_B^2T}{3h}}$$

For this ideal channel the formula needs no small temperature difference, as long as $T$ is the mean temperature.

At 300 K,

$$\frac{k_B^2T}{h}=\frac{(1.380649\times10^{-23}\ \mathrm{J/K})^2(300\ \mathrm K)}{6.62607\times10^{-34}\ \mathrm{J\,s}}=0.0863\ \mathrm{nW/K}.$$

Multiplication by $\pi^2/3=3.290$ gives $G_q=0.284$ nW/K for one spin. A spin-degenerate mode has twice this, 0.568 nW/K. The value is proportional to temperature, because both the width of the thermal energy window and the heat per carrier scale with $k_BT$, while the change in occupation scales as $\Delta T/T$.

### (b) The phonon branch

The same counting applies, with energy $E=\hbar\omega$ per phonon, the Bose function $n=1/(e^{E/k_BT}-1)$ and no chemical potential. For perfect transmission and a branch running from zero to many $k_BT$,

$$J=\frac1h\int_0^\infty E(n_h-n_c)\,dE=\frac{k_B^2}{h}(T_h^2-T_c^2)\int_0^\infty\frac{x\,dx}{e^x-1}.$$

Here

$$\frac1{e^x-1}=\sum_{n=1}^{N}e^{-nx}+\frac{e^{-Nx}}{e^x-1}.$$

Because $x/(e^x-1)\le1$, the remainder contributes at most $1/N$. The integral is thus $S=\pi^2/6$, and $J$ is the same as for electrons. The Bose integral is twice the Fermi integral, but electrons contribute from both sides of $\mu$.

Now let the branch rise monotonically from zero to its end at energy $E_m$, so that each energy still has one right-moving state. (A branch that turns over has several right-movers at some energies, counts there as several channels, and can exceed the bound below.) For a small temperature difference, $n_h-n_c=(\partial n/\partial T)\Delta T$. With $x=E/k_BT$,

$$E\frac{\partial n}{\partial T}=k_B\frac{x^2e^x}{(e^x-1)^2}=k_B\left[\frac{x/2}{\sinh(x/2)}\right]^2 .$$

Using $dE=k_BT\,dx$,

$$G=\frac{k_B^2T}{h}\int_0^{E_m/k_BT}\left[\frac{x/2}{\sinh(x/2)}\right]^2dx\le\frac{k_BE_m}{h}.$$

The bound follows from $\sinh y\ge y$ for $y\ge0$. At high temperature the integrand approaches 1 and $G$ approaches this bound, which does not depend on temperature. Each vibration then carries the classical energy $k_BT$, and heating opens no further states.

This matters at room temperature, where $k_BT=25.85$ meV. A branch ending at 20 meV has $G=0.0657$ nW/K, or $0.231\,G_q$, just below its bound of 0.0668 nW/K. Such a branch is well populated, yet it falls far short of the quantum.

### (c) A mode bottom near the chemical potential

Let the transmission be $t(E)$. If it is not symmetric about $\mu$, a temperature difference in general drives an electric current, and a voltage must build up to stop it. For small differences $\Delta\mu$ and $\Delta T$ between hot and cold reservoirs,

$$f_h-f_c=\left(-\frac{\partial f}{\partial E}\right)\left[\Delta\mu+\frac{E-\mu}{T}\Delta T\right].$$

Define $w(x)=e^x/(e^x+1)^2$, so that $-\partial f/\partial E=w/k_BT$, and $L_n=\int x^n\,t\,w\,dx$. The particle and heat currents are

$$J_N=\frac1h\left(L_0\Delta\mu+L_1k_B\Delta T\right),$$

$$J=\frac{k_BT}{h}\left(L_1\Delta\mu+L_2k_B\Delta T\right).$$

Setting $J_N=0$ gives $\Delta\mu=-(L_1/L_0)k_B\Delta T$. Substitution into $J$ yields

$$G=\frac{k_B^2T}{h}\left(L_2-\frac{L_1^2}{L_0}\right).$$

For $t=1$ everywhere, $L_1=0$ by symmetry and $L_2=\pi^2/3$, which recovers (a).

**Bottom at $\mu$.** Let $t=1$ for $x>0$ and zero below. Since $w=-df/dx$, integration by parts gives

- $L_0=f(0)=1/2$;
- $L_1=\int_0^\infty f\,dx=\ln2$;
- $L_2=2\int_0^\infty xf\,dx=\pi^2/6$.

Hence

$$\frac{G}{G_q}=\frac{\pi^2/6-2(\ln2)^2}{\pi^2/3}=0.208 .$$

Losing the states below $\mu$ halves $L_2$. The voltage that stops the current accounts for the rest of the reduction.

**Bottom far below $\mu$.** At a depth of $a$ thermal energies, with $a\gg1$, the missing tail has $w\approx e^{-|x|}$. It lowers $L_2$ by

$$\int_a^\infty x^2e^{-x}dx=(a^2+2a+2)e^{-a}.$$

The correction $L_1^2/L_0$ is of order $a^2e^{-2a}$ and is negligible. The quantum is approached exponentially.

### (d) The memory filament

**Heat flow.** The mean temperature is 300 K and the difference is 10 K. The ideal spin-degenerate mode carries

$$J=(0.5679\ \mathrm{nW/K})(10\ \mathrm K)=5.68\ \mathrm{nW}.$$

**Finite depth and smoothness.** The depth is $a=0.20\ \mathrm{eV}/25.85\ \mathrm{meV}=7.74$. The tail formula gives a loss of $77.4\,e^{-7.74}\approx0.034$ out of 3.290, or about 1%. Full integration gives 0.281 nW/K per spin, 1.0% below $G_q$.

A real constriction has no sharp threshold. Model it as the inverted parabola $V_0-\tfrac12m\omega_b^2s^2$ along the channel coordinate $s$, with effective mass $m$, top $V_0$ at the same 0.20 eV below $\mu$, and $\hbar\omega_b=0.10$ eV. Solving the wave equation numerically includes tunnelling below the top and reflection above it. The conductance becomes 0.280 nW/K per spin, 1.5% below $G_q$. A more sharply curved barrier has a larger $\hbar\omega_b$ and loses more: about 6% at 0.30 eV, 12% at 0.5 eV, 24% at 1.0 eV and 31% at 1.5 eV. The value 0.10 eV is a gentle barrier, since with the free-electron mass the parabola falls by only 0.066 eV over 1 nm. A barrier of order 1 eV confined to 2 nm, or a lighter mass, gives $\hbar\omega_b$ of several tenths of an eV or more.

**Backscattering.** Let a thin slice $dL$ reflect a fraction $dL/\lambda$, where $\lambda$ is the backscattering mean free path. Summing repeated reflections between two sections, without interference, gives $t_{12}=t_1t_2/(1-r_1r_2)$ with $r_i=1-t_i$. Since $1-r_1r_2=t_1+t_2-t_1t_2$,

$$\frac1{t_{12}}-1=\left(\frac1{t_1}-1\right)+\left(\frac1{t_2}-1\right).$$

The quantity $1/t-1$ is additive and grows by $dL/\lambda$ per slice. Thus $1/t-1=L/\lambda$, or $t=\lambda/(\lambda+L)$. For $L=2$ nm and $\lambda=5$ nm, $t=5/7=0.714$. If $t$ does not depend on energy, every $L_n$ is multiplied by it. The ideal spin-degenerate conductance then falls from 0.568 to 0.406 nW/K. Neglect of interference is doubtful here, because the electron wavelength 0.20 eV above the mode bottom is 2.7 nm for the free-electron mass and longer for a lighter one, which exceeds the length of the constriction. With interference and random phases the average $t$ stays near 0.71, but single filaments scatter widely, roughly from 0.3 to 1. The value 0.714 is best read as an average over many filaments.

**Phonons.** A free-standing wire has four acoustic branches: three directions of displacement and one of twist. If each transmits perfectly and ends at 20 meV, together they add $4\times0.0657=0.263$ nW/K. This is nearly half the ideal electronic value. Optical branches and coupling to the oxide are left out.

**Heat lost sideways.** Suppose that the filament has radius $r_i=0.3$ nm and that the oxide is held at a fixed temperature at $r_o=3$ nm. With thermal conductivity $\kappa=1$ W/(m K), cylindrical shells in series have the resistance $\int_{r_i}^{r_o}dr/(2\pi r\kappa L)$. The leakage conductance is its inverse,

$$G_{\rm side}=\frac{2\pi\kappa L}{\ln(r_o/r_i)}=5.46\ \mathrm{nW/K}.$$

This is 9.6 times the ideal electronic conductance. The estimate is probably too high, because it leaves out the thermal resistance of the boundary between filament and oxide. Take an assumed boundary conductance of $3\times10^8\ \mathrm{W/(m^2\,K)}$. The side area $2\pi r_iL=3.8\times10^{-18}\ \mathrm{m^2}$ then passes 1.13 nW/K, and in series with the oxide the leak falls to 0.94 nW/K. Fourier's law is also doubtful over a few nanometres. The leak runs from the filament to the oxide, not from one reservoir to the other, so it cannot simply be added to $G_q$.

**Joule heat.** A voltage $V$ gives $\Delta\mu=eV$. At equal temperatures, shifting a Fermi function by $\Delta\mu$ changes the area under it by exactly $\Delta\mu$. With unit transmission at every energy where the two Fermi functions differ, the particle current is therefore $\Delta\mu/h$, even when $eV$ exceeds $k_BT$ as it does below, and the electric current is $e^2V/h$ per spin. With a sharp edge or $\hbar\omega_b=0.10$ eV, the mode bottom 0.20 eV below $\mu$ lowers this by less than 1% at the voltage used here. At $\hbar\omega_b=0.30$ eV it lowers it by 1 to 7%, depending on how the voltage divides between the electrodes. The conductance of the spin pair is $2e^2/h=77.5$ µS. At a read voltage of 0.10 V the power is $(77.5\ \text{µS})(0.10\ \mathrm V)^2=775$ nW, about 136 times the heat flow found above. In an ideal elastic channel this power is released in the electrodes. Any inelastic scattering would deposit part of it in the filament.

**Comparison with a real cell.** The lengths, energies, mean free path and oxide conductivity used here are assumed for illustration and are not taken from a measured hafnium-oxide filament; real filaments vary in shape and composition. For the values assumed, backscattering is the larger correction to the electronic conductance: the mean free path lowers the value by 29%, against 1.5% for the mode edge with $\hbar\omega_b=0.10$ eV. This ranking depends on the gentle barrier. At $\hbar\omega_b$ of 1 to 1.5 eV the edge loses 24 to 31%, and the two corrections are comparable. The temperature of the filament also depends on the sideways leak and on the share of the Joule heat released inside it, which is not calculated here. Operation at 85 °C, or 358 K, raises the quantum itself to 0.339 nW/K per channel.

The numerical output below lists the values used.

## Calculated quantities

```
Boltzmann constant: 1.380649e-23 J/K
Planck constant: 6.626070e-34 J s
Mean temperature: 300.0 K
Thermal energy kB T: 25.85 meV
kB^2 T/h: 0.08630 nW/K
Electron integral: 3.289868 (dimensionless)
Phonon integral: 3.289868 (dimensionless)
pi^2/3: 3.289868 (dimensionless)
Conductance quantum divided by T: 0.9464 pW/K^2
Thermal conductance quantum, one channel: 0.2839 nW/K
Spin-degenerate electron mode: 0.5679 nW/K
Hot and cold reservoirs: 305.0, 295.0 K
Heat flow, one channel: 2.839 nW
Heat flow, spin-degenerate mode: 5.679 nW
Band edge at mu, G/G_q: 0.2079 (ratio)
Example edge depth below mu: 0.20 eV
Edge depth divided by kB T: 7.74 (ratio)
Sharp edge, G per spin: 0.2810 nW/K
Sharp edge, change from G_q: -1.03 percent
Parabolic barrier quantum: 0.10 eV
Smooth constriction, G per spin: 0.2798 nW/K
Smooth, change from G_q: -1.46 percent
Constriction length: 2.0 nm
Backscattering mean free path: 5.0 nm
Transmission with backscattering: 0.714 (ratio)
Backscattered G, spin pair: 0.406 nW/K
Top energy of phonon branch: 20.0 meV
One phonon branch: 0.0657 nW/K
One phonon branch, G/G_q: 0.231 (ratio)
Upper limit of phonon branch: 0.0668 nW/K
Number of acoustic branches of a wire: 4 (count)
All these phonon branches: 0.263 nW/K
Oxide thermal conductivity: 1.0 W/(m K)
Inner and outer leak radii: 0.3, 3.0 nm
Sideways oxide leak: 5.46 nW/K
Oxide leak / spin-degenerate mode: 9.6 (ratio)
Read voltage: 0.10 V
Charge conductance, spin pair: 77.48 uS
Joule power at read: 775 nW
Joule power / example heat flow: 136 (ratio)
Temperature of use: 358.15 K
Quantum at temperature of use: 0.3390 nW/K
```
